Preisach Polarization from an Everett Function and a Turning-Point Stack

**One voltage, two polarizations**

A ferroelectric memory capacitor, with a 10 nm hafnium-zirconium oxide film between two electrodes, is held at 1.2 V. Its polarization is not fixed by that voltage. In the model used below it is 7.69 µC/cm² if the film came from negative saturation through 1.5 V and −1.2 V. It is 6.10 µC/cm² if a later dip to −1.4 V came before the return to 1.2 V. A circuit simulation or the analysis of a pulse measurement therefore needs a rule that takes in the past. Storing the whole past would be costly. The Preisach model needs only certain turning points, and says which ones.

**The relays**

The film is represented by many independent relays, each a two-state switch. A relay turns up, to state +1, when the voltage rises past its threshold α. It turns down, to state −1, when the voltage falls past its threshold β, with β ≤ α. Between the thresholds it keeps its state, and this is the memory. The relays have a fixed density μ(α,β), without point masses, on the triangle −V_s ≤ β ≤ α ≤ V_s. With γ = ±1 for the state of a relay,

P = ∬ μ(α,β) γ(α,β) dα dβ.

P is the switching polarization; the ordinary dielectric charge is separate. Switching is taken as immediate, so the order of the voltages matters but not their timing. At V_s all relays are up and P = P_s; at −V_s all are down and P = −P_s. Since no relay has a threshold outside this range, a voltage beyond ±V_s acts like ±V_s and may be clipped.

The bookkeeping needs one function, the Everett function:

E(α,β) = ∬ μ(α',β') dα' dβ', over β ≤ β' ≤ α' ≤ α.

It is the weight of the relays whose two thresholds both lie between β and α. Turning such a group from −1 to +1 changes P by twice its weight, hence by 2E. Some conventions absorb this 2 into E; here it stays outside. With this definition P_s = E(V_s,−V_s).

**Five moves by hand**

Take P_s = 20 µC/cm² and V_s = 3 V, and start at −3 V with every relay down. The density is specified later; for now its Everett values are given. Polarizations are in µC/cm², and three decimals are kept so that the arithmetic can be followed, not because a real film is known so well.

Move 1, up to 1.5 V. All relays with α < 1.5 V turn up. With E(1.5,−3) = 16.645,

P = −20 + 2 × 16.645 = 13.290.

Move 2, down to −1.2 V. Relays that are up and have β > −1.2 V turn down. The up relays have α < 1.5 V, so the group that flips has both thresholds between −1.2 and 1.5 V. With E(1.5,−1.2) = 9.961,

P = 13.290 − 2 × 9.961 = −6.632.

Move 3, up to 1.2 V. Relays with α < 1.2 V must end up. Those with β < −1.2 V never turned down in move 2, so they are up already. The group that flips has both thresholds between −1.2 and 1.2 V. With E(1.2,−1.2) = 7.161,

P = −6.632 + 2 × 7.161 = 7.690.

Move 4, down to −0.9 V. By the argument of move 2, with E(1.2,−0.9) = 3.698,

P = 7.690 − 2 × 3.698 = 0.294,

or 0.293 before the Everett value is rounded.

The list of turning points, with the present voltage last, is now

−3, 1.5, −1.2, 1.2, −0.9.

Move 5, up to 1.4 V. On the way the voltage passes 1.2 V, where the group that turned down in move 4 is up again. At this point P is again 7.690, and no relay carries a trace of the visit to −0.9 V. Above 1.2 V the film continues the branch that began at −1.2 V. The pair 1.2, −0.9 must be deleted, and the change is counted from −1.2 V. With E(1.4,−1.2) = 9.199,

P = −6.632 + 2 × 9.199 = 11.766.

The list is −3, 1.5, −1.2, 1.4. A further rise to 1.6 V passes the old maximum 1.5 V and deletes it together with −1.2 V. With E(1.6,−3) = 17.622,

P = −20 + 2 × 17.622 = 15.244.

Finally the capacitor is returned to 0 V. With E(1.6,0) = 0.201,

P = 15.244 − 2 × 0.201 = 14.842.

This is a partial remanent state: the major loop, returned to zero from 3 V, leaves 19.54. The difference records that the last surviving maximum was 1.6 V and not 3 V.

**The general statement and its proof**

Call the list a stack and its entries s₀, s₁, …, s_n, with s₀ = −V_s and s_n the present voltage. Minima and maxima alternate. Each entry is the most extreme voltage, in its own direction, reached since the entry before it was last visited. Then

P = −P_s + 2 Σ_j sgn(s_j − s_{j−1}) E(max(s_j, s_{j−1}), min(s_j, s_{j−1})),

with j running from 1 to n.

To prove it, let s be a surviving minimum, M the surviving maximum before it, and v the present voltage. Suppose that v is the highest voltage since s, and that v < M. Compare the relays now with their states at the time of s.

• Relays with β > s were all down at s. Those with α < v are up now. Those with α > v have had no reason to turn up.

• Relays with β < s have not been turned down since s, because the voltage has not gone below s. If α < M, they were turned up at M and have stayed up. If α > M, the voltage has not reached α since M, so they have not been turned up either. None of them has changed.

The relays that changed thus satisfy s < β ≤ α < v, and

P(v) = P(s) + 2E(v,s).

For s = −V_s there is no earlier M, but there are also no relays with β < s, so the result holds there too.

A falling branch follows by exchanging up with down. Let M be a surviving maximum, v the lowest voltage since M, and let v lie above the minimum s that precedes M. Relays with α < M were all up at M, and now those with β > v are down. Relays with α > M have not been turned up since M. Those of them that were up at M have β < s, since the others were turned down at s; as v > s, they stay up. Hence P(v) = P(M) − 2E(M,v). Adding the branches from s₀ to s_n gives the formula.

The proof did not require a monotonic path from s to v. It required that s be the lowest and v the highest voltage in between. Inner excursions therefore leave no trace once v exceeds them, and this is what permits deletion. If v reaches or passes M, the proof is applied to the minimum before M. At v = M the two descriptions agree, because a single threshold value carries no weight.

**What goes wrong without deletion**

Let s be the old minimum, M the following maximum, m a later inner minimum, and v > M the new voltage. The sum with every turning point kept gives

P_kept = P(s) + 2E(M,s) − 2E(M,m) + 2E(v,m).

The correct value is P(s) + 2E(v,s). Their difference is

P − P_kept = 2{[E(v,s) − E(M,s)] − [E(v,m) − E(M,m)]}.

By the definition of E, the first bracket is the weight of relays with M < α < v and s < β < α. The second has the same range of α but m < β < α. Subtracting leaves the rectangle between s and m:

P − P_kept = 2 ∬ μ dα dβ, over M < α < v and s < β < m.

These relays were down and are turned up as the voltage passes M, but the sum that starts from m does not see them. At 1.4 V in the example the undeleted sum gives 9.801. The rectangle 1.2 < α < 1.4, −1.2 < β < −0.9 supplies 1.965, and the sum is the correct 11.766.

**The algorithm**

Store each stack voltage together with the polarization at it. Begin with the single entry (−V_s, −P_s). For each new sample v:

1. Clip v to the range from −V_s to V_s. If it equals the last voltage, return the stored P.

2. If v = −V_s, delete everything except the first entry and return −P_s.

3. If the motion continues in the direction of the last step, remove the last entry. It was a point on the way and not a turning point.

4. The last entry is now the turning point from which the motion starts. While an entry of the opposite kind precedes it and v reaches or passes that entry, delete both.

5. With s the last remaining voltage, add 2E(v,s) to its P if rising, or subtract 2E(s,v) if falling. Store v and the new P.

In step 4 a rising voltage compares itself with old maxima, a falling one with old minima. A falling voltage cannot delete the first entry, since −V_s was treated in step 2. A rise to V_s deletes every intermediate extremum and leaves −V_s, V_s. One saturating pulse therefore removes the need to know what came before it.

Each sample costs at most one Everett evaluation. It adds at most one entry, and an entry can be removed only once, so the number of removals cannot exceed the number of samples plus one. A single sample may remove many entries, but the average work per sample stays bounded. Memory is not bounded in the same way: a slowly shrinking alternating voltage deletes nothing and adds an entry at every reversal.

The samples must contain the true extrema. Extra samples between them do no harm, because step 3 removes them, but a missed peak puts a wrong turning point on the stack. The error can last until an excursion beyond the true peak deletes it.

The formula was tested against an explicit population of relays, each switched by its own thresholds, for a random history of 600 samples, some beyond saturation. The stack grew to 25 entries, and 526 entries were deleted by larger excursions or resets. The largest difference in P was 1.4 × 10⁻³ µC/cm² with relays spaced by 0.02 V and 3.6 × 10⁻⁴ with 0.01 V. The fall by a factor of about four is that of an error proportional to the square of the spacing. Removing this leading error, by taking four thirds of the fine result minus one third of the coarse one, left 8.5 × 10⁻⁸ µC/cm².

**Obtaining the Everett function**

It can be measured, provided that the voltage across the film itself is known, and that the dielectric charge and any leakage are subtracted from the recorded charge to leave P. From negative saturation, raise the voltage to α and record P(α); then lower it to β and record P(α,β). The second branch is called a first-order reversal curve. The falling-branch result gives P(α,β) = P(α) − 2E(α,β), so

E(α,β) = [P(α) − P(α,β)]/2.

A table of such curves, interpolated, is enough for the algorithm. The density is not needed, but it follows. Write

E(α,β) = ∫ from β to α dα' ∫ from β to α' dβ' μ(α',β').

Differentiation with respect to the upper limit α gives ∂E/∂α = ∫ from β to α μ(α,β') dβ'. Differentiating this with respect to its lower limit gives a minus sign:

μ(α,β) = −∂²E/∂α∂β.

Two derivatives amplify noise, which is a reason to work with E directly.

The example uses a closed form. Let the density be a product, μ = A f(α) g(β), on the triangle. Here f and g are logistic distributions of width w = 0.25 V centred at V_c = 1.1 V and at −V_c. Their cumulative functions are

F(x) = 1/(1 + exp[−(x − V_c)/w]), G(x) = 1/(1 + exp[−(x + V_c)/w]),

with f = F' and g = G'. Integrating first over β' gives

E(α,β) = A ∫ from β to α f(x)[G(x) − G(β)] dx.

If H is a function with H' = fG, then

E(α,β) = A{H(α) − H(β) − G(β)[F(α) − F(β)]}.

To find H, set u = exp(x/w), a = exp(V_c/w) and b = 1/a. Then F = u/(u + a), G = u/(u + b), and f dx = dF = a du/(u + a)². Therefore

H = a ∫ u du/[(u + a)²(u + b)].

Split the fraction as c₁/(u + a) + c₂/(u + a)² + c₃/(u + b). Multiplication by the denominator gives

u = c₁(u + a)(u + b) + c₂(u + b) + c₃(u + a)².

At u = −b this gives c₃ = −b/(a − b)². At u = −a it gives c₂ = a/(a − b). The terms in u² must cancel, so c₁ = −c₃ = b/(a − b)². Integrating, and using ab = 1,

H = ln[(u + a)/(u + b)]/(a − b)² − [a/(a − b)] · a/(u + a).

The last factor a/(u + a) equals 1 − F. The form needs V_c ≠ 0, since otherwise a = b. The amplitude A follows from E(V_s,−V_s) = P_s. Direct double integration at five voltage pairs, among them (3,−3) and (1.2,−0.9), agreed with the closed form to 3 × 10⁻¹⁵ µC/cm².

**Return-point memory**

Suppose the voltage leaves a turning point, stays between it and the preceding stack entry, and comes back. By the proof above every relay is then in its former state. This is stronger than a return of P, since all later response is restored as well.

The test used the history 1.5, −1.2, 1.2 V after negative saturation, followed by an excursion through −0.9, 0.8 and −0.4 V back to 1.2 V. Of 180300 relays, none had changed.

An excursion to −1.4 V breaks the condition, because it goes below the enclosing minimum −1.2 V. The stack at the return is −3, 1.5, −1.4, 1.2 instead of −3, 1.5, −1.2, 1.2. The change of P is

ΔP = 2{[E(1.2,−1.4) − E(1.5,−1.4)] − [E(1.2,−1.2) − E(1.5,−1.2)]}.

By the same subtraction of triangles as before,

ΔP = −2 ∬ μ dα dβ, over 1.2 < α < 1.5 and −1.4 < β < −1.2.

These relays turned down at −1.4 V, and 1.2 V is too low to turn them up again. There were 600 of them in the test, and P shifted by −1.589 µC/cm². This is the difference between the two polarizations at the beginning.

Closing a loop leaves a mark in the slope. On the rising branch from m, dP/dV = 2 ∫ from m to V μ(V,β) dβ. Once the old maximum M is passed, the lower limit becomes s. P is continuous, but its slope jumps by

2 ∫ from s to m μ(M,β) dβ.

At 1.2 V in the example the slope rises from 11.94 to 23.06 µC/cm² per volt. For the product density the ratio of the two slopes is 1 + [G(m) − G(s)]/[G(M) − G(m)]. It is near 2 here because the added range, from −1.2 to −0.9 V, holds 0.29 of the β distribution, almost as much as the 0.31 above −0.9 V that was already counted.

**Where the model stops**

A closed loop between two fixed voltages has height 2E, whatever happened before. The height must be read after both voltages have become turning points; the first half-cycle can be larger because it may wipe out older extrema. After 3 and −0.5 V, for instance, the first fall from 1.2 to −0.9 V is 11.04 µC/cm². For the loop between 1.2 and −0.9 V, three different histories all gave 7.397 µC/cm² in the relay population. This property is called congruency, and it offers a check on a real capacitor. If the measured height of P depends on the earlier history, independent relays with a fixed density, driven by the applied voltage, do not describe the capacitor, however well E was measured. The film itself may still obey the model if a layer in series takes part of the voltage, because that part depends on P and so on the history.

The parameters are round values in the rough range of a 10 nm hafnium-zirconium oxide capacitor. The coercive voltage of 1.10 V corresponds to 1.1 MV/cm. The remanence is 98 % of P_s, so the loop is nearly square; a more slanted loop can come from a larger w or from a non-ferroelectric layer in series. One assumption with a large effect is that timing and temperature play no part. A rough activated law for the switching time is

t = t₀ exp[V_a T₀/(V T)], hence V = V_a T₀/[T ln(t/t₀)].

With t₀ = 1 ps, T₀ = 300 K and V_a = 21.3 V it gives 1.10 V for a dwell of 0.25 ms. A tenfold shorter dwell raises V_c to about 1.25 V; heating to 358 K at the original dwell lowers it to about 0.92 V. With P_s, w and the applied voltages held fixed, the largest changes of P along the example are 4.0 and 4.3 µC/cm², about a fifth of P_s. These sizes depend on the assumed inputs: with t₀ = 1 ns and V_a = 13.7 V the tenfold shorter dwell gives 1.35 V and 7.4 µC/cm², and letting w scale with V_c raises 4.0 and 4.3 to 4.9 and 5.5. An Everett table should therefore be measured at the speed and temperature at which it will be used.

Other charges and voltages also enter. The dielectric charge ε₀ε_r V/d, for a rough permittivity of 30, is about 8 µC/cm² at 3 V. It must be added to P to obtain the electrode charge. A non-ferroelectric interface layer of thickness t_i = 0.5 nm, also of permittivity 30, leaves a voltage v across the film when the capacitor is shorted, and −v across the layer. Equal displacement in both requires

P(v) + ε₀ε_r v/d = −ε₀ε_i v/t_i.

On the major loop of the film the solution is v ≈ −0.33 V. With the layer present this loop needs about 3.5 V applied; 3 V applied leaves only 2.5 V on the film and 10 MV/cm across the layer. This lowers P by about 1.3 µC/cm². The electrode charge, which is what a measurement gives, falls by about 2.1 µC/cm², because the dielectric charge of the film is now negative. The layer would carry 6.6 MV/cm, a field at which charge may well leak through it or be trapped beside it and screen part of the polarization. The numbers therefore describe an ideal insulating layer. The stack should then be driven by the film voltage, found self-consistently at every step.

Leakage also enters a measured charge. One that adds 1 % of 2P_s during one dwell has a density of 1.6 × 10⁻³ A/cm². Tunnelling through a triangular barrier can be estimated for a field K, barrier φ and film mass m*. Let the energy of an electron's motion along the field lie W below the Fermi level. Its decay exponent is twice the integral of √(2m*(φ + W − qKx))/ħ up to the point where the root vanishes, which gives

D(W) = exp[−4√(2m*)(φ + W)^(3/2)/(3ħqK)].

At zero temperature the transverse energy of such an electron can be anything from 0 to W. For free electrons of both spins this allows m_e W/(πħ²) transverse states per unit area. Each carries a particle current D(W) dW/(2πħ) in the energy interval dW. The product, multiplied by q and summed over W > 0, is the current density

J = [q m_e/(2π²ħ³)] ∫ W D(W) dW.

For φ = 2 eV, m* = 0.2 m_e and 3 V this is about 10⁻⁵ A/cm², well below the density that matters. The result depends exponentially on these two assumed values, so not even its order is fixed: φ = 1.7 eV gives 6 × 10⁻³ A/cm², m* = 0.11 m_e gives 3 × 10⁻² A/cm², and φ = 2.3 eV gives 10⁻⁸ A/cm². For m* = 0.2 m_e the density that matters is reached at φ ≈ 1.76 eV. Conservation of transverse momentum, neglected here, would lower the current because the film mass is small; room temperature and the image force would raise it. Conduction through traps is not included and may be larger. The peak field of 3 MV/cm is three quarters of a rough breakdown field of 4 MV/cm, so repeated saturation is itself a stress. Wake-up, fatigue and drifting imprint change μ with use, and then a stack of past voltages no longer suffices. The numerical output follows.

Values computed for the example and the checks

```
INPUTS (rough range of a 10 nm hafnium-zirconium oxide film)
Ps = 20.0 uC/cm2, Vs = 3.0 V, Vc = 1.10 V, w = 0.25 V, thickness = 10 nm
Everett, closed form minus quadrature, largest: 3.0e-15 uC/cm2
density at (1.2, -0.9) V: 16.482 uC/cm2/V^2, from Everett: 16.482
major loop: remanence 19.54 uC/cm2, coercive voltage 1.100 V
EXAMPLE: V (V) | P stack | P relays (uC/cm2) | stack (V)
 -3.0 |  -20.000 |  -20.000 | -3.0
  1.5 |   13.290 |   13.290 | -3.0, 1.5
 -1.2 |   -6.632 |   -6.632 | -3.0, 1.5, -1.2
  1.2 |    7.690 |    7.690 | -3.0, 1.5, -1.2, 1.2
 -0.9 |    0.293 |    0.293 | -3.0, 1.5, -1.2, 1.2, -0.9
  1.2 |    7.690 |    7.690 | -3.0, 1.5, -1.2, 1.2
  1.4 |   11.766 |   11.766 | -3.0, 1.5, -1.2, 1.4
  1.6 |   15.244 |   15.244 | -3.0, 1.6
  0.0 |   14.842 |   14.842 | -3.0, 1.6, 0.0
Everett(1.5, -3.0) = 16.645 uC/cm2
Everett(1.5, -1.2) = 9.961 uC/cm2
Everett(1.2, -1.2) = 7.161 uC/cm2
Everett(1.2, -0.9) = 3.698 uC/cm2
Everett(1.4, -1.2) = 9.199 uC/cm2
Everett(1.6, -3.0) = 17.622 uC/cm2
Everett(1.6, 0.0) = 0.201 uC/cm2
RANDOM HISTORY: 600 samples, deepest stack 25 entries, 526 entries deleted
largest relay-stack difference, 0.02 V grid: 1.4e-03 uC/cm2
largest relay-stack difference, 0.01 V grid: 3.6e-04 uC/cm2
after extrapolation in grid step: 8.5e-08 uC/cm2
WITHOUT DELETION at 1.4 V: 9.801, true 11.766, missing rectangle 1.965 uC/cm2
MEMORY: relays changed after inner excursion: 0 of 180300
after excursion to -1.4 V: 600 changed, P shift -1.589 uC/cm2
slope at 1.2 V: 11.94 before, 23.06 after closure, jump 11.12 uC/cm2/V
loop heights, 1.2 to -0.9 V, three histories: 7.397, 7.397, 7.397 uC/cm2
NEGLECTED EFFECTS (rough inputs)
relative permittivity 30: dielectric charge at 3 V = 7.97 uC/cm2
interface 0.5 nm, permittivity 30: film at -0.328 V when shorted
remanence lost by this depolarization: 1.25 uC/cm2
dwell 0.25 ms, attempt time 1 ps, activation voltage 21.3 V
ten times faster, 300 K: Vc = 1.249 V, largest P change in example = 4.00 uC/cm2
same speed, 358 K: Vc = 0.922 V, largest P change in example = 4.33 uC/cm2
barrier 2.0 eV, mass 0.2 m_e: tunnelling at 3 V = 1.0e-05 A/cm2
tunnelled charge in one dwell: 2.6e-03 uC/cm2
leakage that adds 1 % of 2Ps in one dwell: 1.6e-03 A/cm2
peak field 3.0 MV/cm, rough breakdown 4.0 MV/cm, ratio 0.75
```
